**Exchange self-energy of the two-dimensional electron gas: numerical tests**

For an unpolarised two-dimensional gas at zero temperature with the bare 1/r interaction, the exchange self-energy inside the Fermi circle is Σx(k) = −(2kF/π) E(k/kF) in atomic units. Here k is the wave number of the state, kF is the Fermi wave number, and E is the complete elliptic integral of the second kind, written with its modulus. The program asserts that this formula, and its counterpart for k > kF, agree with two separate evaluations of the definition: a disc integral cut into strips and a real-space integral over the one-spin density matrix. It also asserts the values −kF at k = 0 and −2kF/π at k = kF, the distance from an inner point to the Fermi circle, the slope formula near the circle, and a short series for E(0.5). At the six test points the largest deviations are 3.4e-15 hartree for the strips and 2.2e-06 hartree for the real-space integral, which is cut off at a finite distance. For a model gas with kF = 0.5 Å⁻¹ the output gives Σx(0) = −7.20 eV and Σx(kF) = −4.58 eV. Exchange widens the occupied band from 0.95 eV to 3.57 eV in the Hartree–Fock approximation, with correlation left out.

## Check in Python

```python
"""Exchange self-energy of the two-dimensional electron gas.

Result under test (atomic units, unpolarised gas, zero temperature, bare 1/r):
  k <= kF: Sigma(k) = -(2 kF/pi) E(k/kF)
  k >  kF: Sigma(k) = -(2 k/pi) [E(y) - (1 - y^2) K(y)],  y = kF/k
so that Sigma(0) = -kF and Sigma(kF) = -2 kF/pi.
kF: Fermi wave number; k: wave number of the state; x = k/kF.
E, K: complete elliptic integrals of the second and first kind, written
here with the modulus; scipy takes the square of the modulus.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipe, ellipk, j0, j1


def sigma_formula(k, kf):
    """Derived closed form, in hartree for k and kf in 1/bohr."""
    if k <= kf:
        return -2 * kf / np.pi * ellipe((k / kf) ** 2)
    m = (kf / k) ** 2
    return -2 * k / np.pi * (ellipe(m) - (1 - m) * ellipk(m))


def sigma_strips(k, kf):
    """Definition -(1/2pi) int_disc d2p/|p-k|, disc cut into strips.

    The integral of 1/sqrt(u^2 + py^2) over a strip -Y < py < Y
    is 2 asinh(Y/|u|), with u = px - k.
    """
    def strip(px):
        half_height = np.sqrt(max(kf**2 - px**2, 0.0))
        return 2 * np.arcsinh(half_height / abs(px - k))

    edges = [-kf, k, kf] if k < kf else [-kf, kf]
    total = sum(quad(strip, a, b, epsabs=1e-10, epsrel=1e-10, limit=200)[0]
                for a, b in zip(edges[:-1], edges[1:]))
    return -total / (2 * np.pi)


# Panels of Gauss-Legendre points for the real-space integral, t = kF r
nodes, weights = np.polynomial.legendre.leggauss(12)
panel_starts = np.arange(4000.0)
t_grid = (panel_starts[:, None] + 0.5 * (nodes + 1)).ravel()
t_weights = np.tile(0.5 * weights, len(panel_starts))


def sigma_real_space(k, kf):
    """Fourier transform of -rho(r)/r, rho = kF J1(kF r)/(2 pi r) per spin."""
    integrand = j1(t_grid) * j0(k / kf * t_grid) / t_grid
    return -kf * np.sum(t_weights * integrand)


# Closed form against two independent evaluations of the definition
kf_test = 0.7
ratios = [0.0, 0.3, 0.7, 1.0, 1.5, 3.0]
error_strips = max(abs(sigma_strips(x * kf_test, kf_test)
                       - sigma_formula(x * kf_test, kf_test)) for x in ratios)
error_real = max(abs(sigma_real_space(x * kf_test, kf_test)
                     - sigma_formula(x * kf_test, kf_test)) for x in ratios)
assert error_strips < 1e-8
# The cut at t = 4000 leaves a tail of order 4000**(-3/2), about 4e-6
assert error_real < 1e-5

# The two special values, directly from the definition
assert abs(sigma_strips(0.0, kf_test) + kf_test) < 1e-8
assert abs(sigma_strips(kf_test, kf_test) + 2 * kf_test / np.pi) < 1e-8

# Distance from an inner point to the Fermi circle, against a numerical root
k_inner = 0.4
for theta in np.linspace(0.1, 6.1, 13):
    root = brentq(lambda s: np.hypot(k_inner + s * np.cos(theta),
                                     s * np.sin(theta)) - kf_test,
                  0.0, 2 * kf_test, xtol=1e-13)
    ray = (-k_inner * np.cos(theta)
           + np.sqrt(kf_test**2 - (k_inner * np.sin(theta))**2))
    assert abs(root - ray) < 1e-10

# Slope formula against central differences of the definition (kF = 1)
slopes = []
for x in (0.9, 0.99, 0.999):
    step = (1 - x) / 20
    numeric = (sigma_strips(x + step, 1.0)
               - sigma_strips(x - step, 1.0)) / (2 * step)
    slope = 2 / np.pi * (ellipk(x**2) - ellipe(x**2)) / x
    # Central differences err by about 2e-4 at this ratio of step to 1 - x
    assert abs(numeric - slope) < 1e-3
    slopes.append((x, slope, numeric))
assert slopes[0][2] < slopes[1][2] < slopes[2][2]

# Short series for E at x = 0.5, against quadrature of its definition
x_half = 0.5
series = np.pi / 2 * (1 - x_half**2 / 4 - 3 * x_half**4 / 64
                      - 5 * x_half**6 / 256)
e_quad = quad(lambda a: np.sqrt(1 - (x_half * np.sin(a))**2), 0, np.pi / 2)[0]
# The first omitted term is (pi/2)(175/16384) x^8, about 7e-5
assert abs(series - e_quad) < 1e-4

# Worked example: model gas with a round Fermi wave number
hartree = constants.value("Hartree energy in eV")
bohr = constants.value("Bohr radius") * 1e10
e2 = hartree * bohr
kf = 0.5
kf_au = kf * bohr
sigma_centre = hartree * sigma_formula(0.0, kf_au)
sigma_rim = hartree * sigma_formula(kf_au, kf_au)
free_width = 0.5 * hartree * kf_au**2
exchange_rise = sigma_rim - sigma_centre

print(f"Fermi wave number kF = {kf:.2f} 1/angstrom")
print(f"areal density kF^2/(2 pi) = {kf**2 / (2 * np.pi):.5f} 1/angstrom^2")
print(f"e^2 = hartree times bohr = {e2:.4f} eV angstrom")
print(f"prefactor 2 e^2 kF/pi = {2 * e2 * kf / np.pi:.4f} eV")
print("inside the circle: k/kF, k (1/angstrom), E(k/kF), Sigma (eV)")
for x in (0.0, 0.25, 0.5, 0.75, 1.0):
    value = hartree * sigma_formula(x * kf_au, kf_au)
    print(f"  {x:.2f}  {x * kf:.3f}  {ellipe(x**2):.5f}  {value:.4f}")
print("outside the circle: k/kF, k (1/angstrom), Sigma (eV)")
for x in (1.5, 2.0):
    value = hartree * sigma_formula(x * kf_au, kf_au)
    print(f"  {x:.2f}  {x * kf:.3f}  {value:.4f}")
print(f"Sigma(0) = {sigma_centre:.4f} eV = {sigma_centre / hartree:.5f} hartree")
print(f"Sigma(kF) = {sigma_rim:.4f} eV = {sigma_rim / hartree:.5f} hartree")
print(f"ratio Sigma(kF)/Sigma(0) = {sigma_rim / sigma_centre:.5f}")
print(f"exchange rise Sigma(kF) - Sigma(0) = {exchange_rise:.4f} eV")
print(f"free occupied bandwidth = {free_width:.4f} eV")
print(f"Hartree-Fock occupied bandwidth = {free_width + exchange_rise:.4f} eV")
print(f"E(0.5): short series = {series:.5f}, quadrature = {e_quad:.5f}")
print("slope dSigma/dk (atomic units): k/kF, formula, finite difference")
for x, slope, numeric in slopes:
    print(f"  {x:.3f}  {slope:.4f}  {numeric:.4f}")
print(f"test kF = {kf_test:.2f} 1/bohr, k/kF from {ratios[0]} to {ratios[-1]}")
print(f"largest deviation, strip integral = {error_strips:.1e} hartree")
print(f"largest deviation, real-space integral = {error_real:.1e} hartree")
print("all tests passed")
```

Running it gives:

```
Fermi wave number kF = 0.50 1/angstrom
areal density kF^2/(2 pi) = 0.03979 1/angstrom^2
e^2 = hartree times bohr = 14.3996 eV angstrom
prefactor 2 e^2 kF/pi = 4.5835 eV
inside the circle: k/kF, k (1/angstrom), E(k/kF), Sigma (eV)
  0.00  0.000  1.57080  -7.1998
  0.25  0.125  1.54596  -7.0860
  0.50  0.250  1.46746  -6.7262
  0.75  0.375  1.31847  -6.0433
  1.00  0.500  1.00000  -4.5835
outside the circle: k/kF, k (1/angstrom), Sigma (eV)
  1.50  0.750  -2.5627
  2.00  1.000  -1.8623
Sigma(0) = -7.1998 eV = -0.26459 hartree
Sigma(kF) = -4.5835 eV = -0.16844 hartree
ratio Sigma(kF)/Sigma(0) = 0.63662
exchange rise Sigma(kF) - Sigma(0) = 2.6163 eV
free occupied bandwidth = 0.9525 eV
Hartree-Fock occupied bandwidth = 3.5688 eV
E(0.5): short series = 1.46754, quadrature = 1.46746
slope dSigma/dk (atomic units): k/kF, formula, finite difference
  0.900  0.7844  0.7845
  0.990  1.4971  1.4972
  0.999  2.2250  2.2252
test kF = 0.70 1/bohr, k/kF from 0.0 to 3.0
largest deviation, strip integral = 3.4e-15 hartree
largest deviation, real-space integral = 2.2e-06 hartree
all tests passed
```
